\section*{Marcus's outer-sphere reorganisation energy from two-step charging, part 1}

(Sections cited here and not found follow in the second part.)

\section{Charging the spheres in two steps}

\textbf{Q.} An electron jumps from one ion to another in a polar liquid, and you want the energy of the liquid's rearrangement from dielectric constants alone. A dielectric constant describes a medium in equilibrium with the charges in it. Just after the jump the liquid is not in equilibrium. How can dielectric constants say anything about that state?

\textbf{A.} One constant cannot, but two can, if the polarisation has two parts with well separated response times. The fast part $\mathbf P_f$ comes from the electrons of the liquid and follows the transferred electron at once. The slow part $\mathbf P_s$ comes from the motion of nuclei, mainly the turning of molecules, and stands still during the jump. Just after the jump $\mathbf P_f$ is in equilibrium with the new charges, while $\mathbf P_s$ still has the value that suited the old ones. That is a definite state, and a definite free energy belongs to it.

\textbf{Q.} Then write down what the two parts obey, with units, so that I can follow the factors.

\textbf{A.} I count charge in units of the elementary charge $e$ and divide all fields and potentials by $e$. A point charge $z$ in vacuum then has the potential $z/r$, and every energy carries one factor $e^2$. In Rydberg atomic units $e^2=2$, lengths are in bohr and energies in Ry. The displacement is
\begin{equation}
\mathbf D=\mathbf E+4\pi(\mathbf P_f+\mathbf P_s),
\end{equation}
and its flux out of a closed surface is $4\pi$ times the free charge inside. I take both responses to be linear and local:
\begin{equation}
\mathbf P_f=\chi_f\mathbf E,\quad \chi_f=\frac{\varepsilon_\infty-1}{4\pi};
\qquad
\mathbf P_s=\chi_s\mathbf E,\quad \chi_s=\frac{\varepsilon_0-\varepsilon_\infty}{4\pi}.
\end{equation}
The first relation holds throughout, the second at equilibrium only. If both hold, then
\begin{equation}
\mathbf D=\left[1+(\varepsilon_\infty-1)+(\varepsilon_0-\varepsilon_\infty)\right]\mathbf E=\varepsilon_0\mathbf E ,
\end{equation}
so $\varepsilon_0$ is the static dielectric constant. If $\mathbf P_s$ is frozen at some given field, then
\begin{equation}
\mathbf D=\varepsilon_\infty\mathbf E+4\pi\mathbf P_s .
\label{eq:frozen}
\end{equation}
A change made while $\mathbf P_s$ is frozen therefore obeys $\delta\mathbf D=\varepsilon_\infty\,\delta\mathbf E$.

\textbf{Q.} And the ions?

\textbf{A.} They are two conducting spheres with radii $a_1$ and $a_2$, centres a distance $R>a_1+a_2$ apart, and charges $z=(z_1,z_2)$. The medium fills all the space outside them. A conductor has one potential over its whole surface, which makes the work of charging it easy to define. Whether a conductor is a fair picture of an ion is a separate matter, and it belongs with the accuracy of the result.

\textbf{Q.} Two spheres in a dielectric already make a hard boundary problem. Do you solve it?

\textbf{A.} Not yet. First I relate it to the same problem in vacuum. Let $\mathbf E^v[z]$ be the vacuum field of the two conductors with charges $z$. It is minus the gradient of a potential that is constant on each sphere and vanishes at infinity, it has no divergence outside the spheres, and its flux out of sphere $i$ is $4\pi z_i$. The potentials of the spheres are linear in the charges:
\begin{equation}
\phi^v_i=\sum_j C_{ij}z_j,\qquad\text{or}\qquad \phi^v=Cz .
\end{equation}
The matrix $C$ depends on $a_1$, $a_2$ and $R$ alone.

I need one identity for two sets of charges $z$ and $z'$. With $\mathbf E^v[z]=-\nabla\phi$ and $\nabla\cdot\mathbf E^v[z']=0$,
\begin{align}
\int\mathbf E^v[z]\cdot\mathbf E^v[z']\,dV
&=-\int\nabla\cdot\left(\phi\,\mathbf E^v[z']\right)dV \nonumber\\
&=\sum_i\phi^v_i\oint_i\mathbf E^v[z']\cdot\mathbf n\,dS
=4\pi\, z'\cdot Cz .
\label{eq:identity}
\end{align}
Here $\mathbf n$ points out of the sphere, hence into the medium. The outward normal of the region of integration is $-\mathbf n$, and this turns the minus sign into a plus. The surface at infinity gives nothing, because $\phi\,\mathbf E^v$ falls off as $r^{-3}$ while the area grows as $r^2$. The left side does not change when $z$ and $z'$ are exchanged, so $C$ is symmetric. For $z'=z\neq0$ the left side is positive, so $C$ is positive definite.

\textbf{Q.} Now put the medium back, in equilibrium.

\textbf{A.} The field is $\mathbf E=\mathbf E^v[z]/\varepsilon_0$. It is a gradient, it is normal to each surface, and $\mathbf D=\varepsilon_0\mathbf E=\mathbf E^v[z]$ has zero divergence in the medium and the right flux from each sphere. No other field does this. The difference of two solutions would be a field of the same kind with zero charge on each sphere, and by Eq.~\eqref{eq:identity} the integral of its square vanishes. The potentials in equilibrium are therefore
\begin{equation}
\phi=\frac{Cz}{\varepsilon_0}.
\label{eq:phieq}
\end{equation}

\textbf{Q.} That works because everything scales. With a frozen slow polarisation left over from other charges, nothing scales any more.

\textbf{A.} It still superposes. Let $z_R$ be the reactant charges, those before the jump. The slow polarisation in equilibrium with them is
\begin{equation}
\mathbf P_s=\frac{\chi_s}{\varepsilon_0}\,\mathbf E^v[z_R],
\qquad
4\pi\mathbf P_s=\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)\mathbf E^v[z_R].
\label{eq:Ps}
\end{equation}
Freeze it and change the charges to $z$. I try $\mathbf D=\mathbf E^v[z]$, which has the right fluxes. Equation~\eqref{eq:frozen} then gives
\begin{align}
\mathbf E&=\frac{1}{\varepsilon_\infty}\left(\mathbf E^v[z]-4\pi\mathbf P_s\right)
=\frac{\mathbf E^v[z]}{\varepsilon_\infty}
-\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)\mathbf E^v[z_R]\nonumber\\
&=\frac{\mathbf E^v[z_R]}{\varepsilon_0}+\frac{\mathbf E^v[z-z_R]}{\varepsilon_\infty}.
\end{align}
The last form uses the linearity of $\mathbf E^v$ in the charges. This field is a sum of gradients, each with a constant potential on each sphere, so it meets the conductor conditions. It is again the only solution, since the difference of two solutions would obey $\delta\mathbf D=\varepsilon_\infty\delta\mathbf E$ with no charge. Hence
\begin{equation}
\phi=\frac{Cz_R}{\varepsilon_0}+\frac{C(z-z_R)}{\varepsilon_\infty}.
\label{eq:phineq}
\end{equation}
The old charges are screened by the full response, the added ones by the fast response.

\textbf{Q.} Suppose I accept the potentials. How do you get to the state after the jump, with new charges and old slow polarisation? No equilibrium process ends there.

\textbf{A.} Two steps end there. In the first, the spheres are charged from zero to $z_R$ so slowly that all the polarisation follows. In the second, the charges go from $z_R$ to the product charges $z_P=z_R+d$ with $\mathbf P_s$ held fixed, while $\mathbf P_f$ follows. Bringing a small charge $dz_i$ from infinity to sphere $i$ costs $e^2\phi_i\,dz_i$.

For the first step put $z=s\,z_R$ with $s$ running from 0 to 1. By Eq.~\eqref{eq:phieq},
\begin{equation}
W_1=e^2\int_0^1 z_R\cdot\frac{C\,s z_R}{\varepsilon_0}\,ds
=\frac{e^2}{2\varepsilon_0}\,z_R\cdot Cz_R .
\label{eq:W1}
\end{equation}
For the second put $z=z_R+s\,d$. By Eq.~\eqref{eq:phineq},
\begin{align}
W_2&=e^2\int_0^1 d\cdot\left(\frac{Cz_R}{\varepsilon_0}+\frac{s\,Cd}{\varepsilon_\infty}\right)ds\nonumber\\
&=e^2\left(\frac{d\cdot Cz_R}{\varepsilon_0}+\frac{d\cdot Cd}{2\varepsilon_\infty}\right).
\label{eq:W2}
\end{align}
The first term has no factor $\tfrac12$, because the potential left by the reactant charges is there in full from the start of the step.

\textbf{Q.} An electron does not move over in small fractions. Your second step is not what happens.

\textbf{A.} It need not be. The work is done reversibly at constant temperature, and in the second step also at constant $\mathbf P_s$, so it equals the difference of free energy between the end states. That difference does not depend on how the charge got across. You can see this in the equations: because $C$ is symmetric, the potentials in Eq.~\eqref{eq:phineq} are the derivatives of one function of $z_1$ and $z_2$, so the work is the same for every route from $z_R$ to $z_P$. The numerical check charges the spheres together and then one after the other, and finds the same work.

What the physics must supply is the separation of times. The transfer has to be fast compared with the slow polarisation and slow compared with the fast one. If the liquid has motions on the time scale of the transfer itself, the division into two parts is no longer clear-cut.

\textbf{Q.} So $W_2$ is the reorganisation energy?

\textbf{A.} No. $W_2$ also contains the difference between two equilibrium free energies, which would be there if the charges were moved infinitely slowly. The reorganisation energy $\lambda$ is the free energy lost afterwards, when the slow polarisation relaxes from its old value to the one that suits $z_P$, with the charges held at $z_P$. Slow charging straight to $z_P$ gives the final equilibrium free energy by the same integral as Eq.~\eqref{eq:W1}:
\begin{equation}
G_{\rm eq}(z_P)=\frac{e^2}{2\varepsilon_0}\,z_P\cdot Cz_P .
\end{equation}
Therefore
\begin{equation}
\lambda=W_1+W_2-G_{\rm eq}(z_P).
\label{eq:def}
\end{equation}

\textbf{Q.} The three terms contain the charges themselves, and not just their change. Does $\lambda$ depend on whether the ions were singly or triply charged?

\textbf{A.} Expand the last term with $z_P=z_R+d$ and the symmetry of $C$:
\begin{equation}
z_P\cdot Cz_P=z_R\cdot Cz_R+2\,d\cdot Cz_R+d\cdot Cd .
\end{equation}
Multiply by $e^2/2\varepsilon_0$. The first term on the right becomes $W_1$, and the second becomes the first part of $W_2$. So
\begin{equation}
W_1+\frac{e^2}{\varepsilon_0}\,d\cdot Cz_R=G_{\rm eq}(z_P)-\frac{e^2}{2\varepsilon_0}\,d\cdot Cd .
\end{equation}
Add the rest of $W_2$ and subtract $G_{\rm eq}(z_P)$:
\begin{equation}
\lambda=\frac{e^2}{2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)d\cdot Cd .
\label{eq:general}
\end{equation}
The charges have dropped out and their change remains. This rests on linear response. In a liquid whose molecules are already nearly aligned around a highly charged ion, the slow response to a further change would depend on the charge that is there.

\textbf{Q.} You charged the spheres from nothing, so the vacuum energy of the charges is in all your works. Has it leaked into $\lambda$?

\textbf{A.} It cancels. The vacuum energy $\tfrac12e^2\,z_P\cdot Cz_P$ depends on the charges alone, and the two states compared in Eq.~\eqref{eq:def} have the same charges. They differ in their polarisation and in nothing else.

The signs are as they should be. Since $C$ is positive definite and $\varepsilon_0>\varepsilon_\infty$, $\lambda$ is positive, as it must be for a relaxation. If $\varepsilon_0=\varepsilon_\infty$ there is no slow polarisation, and $\lambda=0$. Replacing $d$ by $-d$ changes nothing, so the reverse transfer has the same $\lambda$.

\textbf{Q.} Is $\lambda$ then the barrier that the transfer has to overcome?

\textbf{A.} No. The liquid need not wait for the jump. It can fluctuate beforehand to a slow polarisation that suits intermediate charges $z_R+m\,d$, with $0\le m\le1$. The algebra that led to Eq.~\eqref{eq:general} holds for any pair of charge sets: what counts is the difference between the actual charges and those that the slow polarisation suits. With the reactant charges this difference is $-m\,d$, with the product charges it is $(1-m)\,d$. The free energies above the two equilibria are therefore $\lambda m^2$ and $\lambda(1-m)^2$. If the two equilibrium states, with the energies of the electron in the ions included, have equal free energy, the curves meet at $m=\tfrac12$, at a height of $\lambda/4$. At that polarisation the reactant and product charges have the same free energy, so the jump at frozen $\mathbf P_s$ costs nothing further. I have searched here along one line of polarisations, so $\lambda/4$ is shown to be sufficient; that no cheaper fluctuation exists is not shown.

For two conducting spheres in a linear medium with a fast and a slow polarisation, the two charging steps give a reorganisation energy $\lambda$ that depends on the charges only through their change $d$. It remains to find the matrix $C$ for two spheres, to put numbers in, and to examine how accurate the result is.
